Transverse field of an undoped double-gate silicon film below threshold

**Question**

A long, wide silicon film of thickness t_s = 10 nm lies between two oxides, each of thickness t_ox = 1 nm. A gate covers each oxide. The gates are wired together and held at voltage V_g relative to the source; the drain bias is negligible. Gate 1 has work function Φ₁ and gate 2 has the larger work function Φ₂, with Φ₂ − Φ₁ = 1.1 eV. The film is undoped, and there is no fixed charge or dipole layer in the oxides or at their surfaces. Treat the gates as ideal conductors until part (f).

Take relative permittivities 11.7 for silicon and 3.9 for oxide, T = 300 K, thermal voltage V_T = kT/q = 25.85 mV and intrinsic density n_i = 1.0 × 10¹⁰ cm⁻³. The material parameters here and below are rough typical values. The elementary charge q is positive. The coordinate x runs from gate 1 towards gate 2, with x = 0 at the front surface of the silicon, and E = −dφ/dx.

**(a) The gates are tied together. Find the electrostatic potential difference between their surfaces.**

*Answer.* A wire equalizes the Fermi levels of the gates. The electrostatic potential φ follows a different energy, the local vacuum level, which lies one work function above the Fermi level at the surface of each gate:

E_vac,1 = E_F + Φ₁,  E_vac,2 = E_F + Φ₂.

An electron has charge −q, so E_vac = constant − qφ. Subtracting the two levels gives

−q(φ₁ − φ₂) = Φ₁ − Φ₂,

and therefore

φ₁ − φ₂ = (Φ₂ − Φ₁)/q ≡ U = 1.1 V.

The gate with the lower work function has the higher electrostatic potential. Changing V_g moves both gate potentials by the same amount and leaves U unchanged. A voltmeter between the gates reads zero because it compares Fermi levels.

**(b) Derive the transverse field in the film when its mobile charge is negligible. State its direction.**

*Answer.* Far from source and drain, nothing varies along the film, and Gauss's law reads d(εE)/dx = ρ. In subthreshold we set the mobile charge to zero, and the film has no dopant charge, so ρ = 0. The displacement εE then has one value throughout both oxides and the film:

ε_ox E_ox = ε_s E_s.

With r = ε_s/ε_ox this becomes E_ox = rE_s. The potential falls from gate 1 to gate 2 by the sum of three drops:

U = E_ox t_ox + E_s t_s + E_ox t_ox
 = E_s(t_s + 2r t_ox).

Hence

E_s = U/L,  L = t_s + 2r t_ox.

Since U > 0, the field points from gate 1 to gate 2, from the low to the high work function. The force on an electron is −qE_s, so electrons gather near gate 1 and holes near gate 2.

The length L is the thickness of silicon that would have the same capacitance per area as the whole stack. For vanishing oxide thickness, E_s tends to U/t_s. For vanishing film thickness it tends to the finite value U/(2r t_ox), while the drop across the film, E_s t_s, tends to zero. With equal work functions, U = 0 and this charge-free model gives no transverse field.

**(c) Evaluate the field and all potential drops. What error results from dividing 1.1 V by the film thickness alone?**

*Answer.* The permittivity ratio is r = 11.7/3.9 = 3, so each nanometre of oxide counts as 3 nm of silicon:

L = 10 nm + 2 × 3 × 1 nm = 16 nm,

E_s = 1.1 V/16 nm = 0.06875 V/nm = 0.6875 MV/cm.

The oxide field is 3 × 0.6875 = 2.0625 MV/cm. The film drop is 0.6875 V and each oxide drop is 0.20625 V. Their sum is 0.6875 + 2 × 0.20625 = 1.1 V, as required.

Using the film thickness alone would give 1.1 MV/cm. This is 60% above the correct model value, because it assigns the oxide drops to the silicon as well.

**(d) For this part and the next, let Φ₁ and Φ₂ lie equally far below and above the work function of intrinsic silicon. Calculate the electron sheet density at V_g = 0 and check that neglecting it was justified.**

*Answer.* Choose φ = 0 where the intrinsic level of silicon coincides with the source Fermi level. The two gate potentials are then V_g + U/2 and V_g − U/2. Subtracting the first oxide drop gives the potential at the front silicon surface:

φ_f = V_g + U/2 − E_ox t_ox.

At V_g = 0 this is 0.55 − 0.20625 = 0.34375 V. At the back surface the potential is 0.34375 − 0.6875 = −0.34375 V.

For nondegenerate electrons in equilibrium with the source, n = n_i exp(φ/V_T). Inside the film φ = φ_f − E_s x, so the number per area is

N = n_i exp(φ_f/V_T) ∫₀^{t_s} exp(−E_s x/V_T) dx
 = n_i (V_T/E_s) exp(φ_f/V_T)[1 − exp(−E_s t_s/V_T)].

The final bracket is practically one, since E_s t_s is more than 26 thermal voltages. The electron layer has a characteristic depth

V_T/E_s = 0.02585 V/(0.06875 V/nm) = 0.376 nm.

With exp(0.34375/0.02585) ≈ 5.96 × 10⁵,

N ≈ (10¹⁰ cm⁻³)(3.76 × 10⁻⁸ cm)(5.96 × 10⁵)
 ≈ 2.24 × 10⁸ cm⁻².

The potentials of the two surfaces are opposite, so at this bias an equal sheet of holes lies at the back.

By Gauss's law, a sheet of N charges changes the field across itself by qN/ε_s. In silicon, 10⁹ charges per cm² give 154.7 V/cm, so the electron sheet gives about 35 V/cm. Relative to 0.6875 MV/cm this is about 5 parts in 10⁵, and the neglect is consistent.

**(e) Over what range of gate voltage is the uniform field correct to 1% everywhere in the film? Assume that both carriers are in equilibrium with the source.**

*Answer.* Consider positive V_g, where electrons dominate. Replace their thin layer by a sheet at its mean depth V_T/E_s. Measured from gate 1 in equivalent silicon thickness, the sheet is at

s = r t_ox + V_T/E_s = 3 + 0.376 = 3.376 nm.

Let the field in front of the sheet be E_s + δ. Crossing the negative sheet lowers the field by qN/ε_s, so behind it the field is E_s + δ − qN/ε_s. The gates still fix the total drop:

(E_s + δ)s + (E_s + δ − qN/ε_s)(L − s) = E_s L.

The terms in E_s cancel, leaving

δL = (qN/ε_s)(L − s),

δ = (qN/ε_s)(1 − s/L).

Behind the sheet the change is δ − qN/ε_s = −(qN/ε_s)s/L. Since s < L/2, the larger error is the increase at the front. Setting δ = 0.01E_s gives

N₁ = 0.01 ε_s E_s/[q(1 − s/L)].

One per cent of the field is 6875 V/cm, which corresponds to 4.44 × 10¹⁰ charges per cm². Dividing by 1 − 3.376/16 = 0.789 gives N₁ = 5.63 × 10¹⁰ cm⁻².

While the charge is small, φ_f follows V_g one for one, and N grows as exp(V_g/V_T). The required bias is therefore about

V_T ln(N₁/N(0)) = 0.02585 V × ln(5.63 × 10¹⁰/2.24 × 10⁸)
 ≈ 0.143 V.

At this point the front oxide field is also 1% larger, so its drop has grown by about 2 mV. The gate must supply that extra drop, which raises the estimate to 0.145 V. A numerical solution of Poisson's equation with both carriers and explicit oxides also gives 0.145 V.

Interchanging the two sides of the film and reversing the sign of φ exchanges electrons and holes. The negative limit is therefore −0.145 V, and the range in this classical model is

−0.145 V < V_g < 0.145 V.

Quantum confinement, estimated for electrons in part (g), lowers the carrier charge and so widens the range. If the holes do not reach equilibrium with the source, this calculation does not determine the negative limit.

The same numerical solution gives a mid-film field of 0.6875 MV/cm at V_g = 0 and 0.6872 MV/cm at V_g = ±0.1 V. The small decrease agrees with the sheet model. At +0.1 V, N is about 1.06 × 10¹⁰ cm⁻², so qN/ε_s is about 1630 V/cm. The fraction s/L = 0.211 of this, about 345 V/cm, is removed behind the sheet.

At V_g = 0.5 V the same solution gives a mid-film field of about 0.49 MV/cm, well below the charge-free value. The electron layer now partly screens the film, and the formula of part (b) no longer applies. The number itself is only indicative. The back surface is at about −0.05 + 3 × 0.049 ≈ 0.10 V, and the front surface is at least 0.48 V higher. That puts the front above 0.56 V, half the silicon gap, so the Fermi level there lies above the conduction-band edge and the nondegenerate formula for n overestimates the electron density.

**(f) Suppose the gates are n-type and p-type polysilicon, each doped to 1.0 × 10²⁰ cm⁻³, with the work-function difference kept at 1.1 eV. Set up the correction for the field that penetrates the gates, and use the numerical solution to find the new film field.**

*Answer.* The field leaves gate 1, so that gate must carry positive surface charge. In n-type polysilicon this charge comes from a partial loss of electrons near the oxide. Gate 2 must carry negative charge, supplied by a partial loss of holes. Each gate therefore takes up some of the 1.1 V.

Let the potential in gate 1 fall by V_T u between its neutral interior and a given point. Let N_g be the doping, taken as fully ionized, and N_b = 2.9 × 10¹⁹ cm⁻³ the effective density of states of a parabolic band. The charge density is

ρ = q[N_g − N_b F(η − u)],

F(z) = (2/√π) ∫₀^∞ √y/[1 + exp(y − z)] dy.

Fermi–Dirac statistics are needed because N_g exceeds N_b. The constant η follows from neutrality in the interior, N_g = N_b F(η).

Since φ = constant − V_T u, Poisson's equation φ″ = −ρ/ε_s becomes V_T u″ = ρ/ε_s. The polysilicon is given the permittivity of silicon. Multiplying by 2V_T u′ turns the left side into a derivative:

d(V_T u′)²/dx = (2V_T/ε_s)ρu′.

Integrate from the interior, where u = u′ = 0, to the oxide, where u = u_g. The field there is E_g = V_T u′, so

E_g² = (2qV_T/ε_s) ∫₀^{u_g} [N_g − N_b F(η − u)] du.

Continuity of displacement through the oxide makes E_g equal to the film field, because the gate and film permittivities are equal. If the p-type gate has the same effective density of states, its drop is the same, and the total drop is

U = E_g L + 2V_T u_g.

These last two equations determine E_g and u_g. Their numerical solution gives V_T u_g = 40.7 mV in each gate. The film field is then

E_g = (1.1 − 2 × 0.0407) V/16 nm ≈ 0.0637 V/nm
 = 0.637 MV/cm,

which is 7.4% below the ideal-gate result. This is a semiclassical estimate. The drop is taken up over about 40.7 mV/(0.0637 V/nm) ≈ 0.6 nm, shorter than the carrier wavelength, so quantum repulsion of carriers from the oxide, which the local density above omits, can change it. Metal gates do not have this semiconductor depletion.

The 1.1 eV is an input here. In the same band model, this doping puts each Fermi level about 62 meV inside its band. With a silicon gap of 1.12 eV the work-function difference would then be 1.24 eV, and the film field 0.72 MV/cm, before band-gap narrowing lowers both. For real polysilicon gates, the uncertainty in U can therefore matter as much as depletion.

**(g) The classical electron layer in part (d) is thinner than half a nanometre. Estimate the effect of quantum confinement for the valleys of a (001) film whose mass across the film is m = 0.916 electron masses. Use ideal gates and V_g = 0.**

*Answer.* Measure electron energy from the conduction-band edge at the front surface. The edge rises with x as qE_s x, so

−(ħ²/2m)ψ″ + qE_s xψ = εψ.

Take the oxide as an impenetrable wall, ψ(0) = 0. Define the length

ℓ = [ħ²/(2mqE_s)]^{1/3}

and the variable z = x/ℓ − ε/(qE_s ℓ). Dividing the equation by qE_s ℓ gives d²ψ/dz² = zψ. Its solution that decays into the film is the Airy function Ai(z). Its first zero is at z = −2.338, and placing this zero at the wall gives

ε₁ = 2.338 qE_s ℓ = 2.338[ħ²q²E_s²/(2m)]^{1/3}
 = 0.136 eV.

The back surface may be ignored for this level, since the band edge there is 0.6875 eV high. Diagonalizing the Hamiltonian with walls at both surfaces confirms the Airy level within 0.5%.

Confinement also changes the population. At the same Fermi level, and with motion along the film treated identically, the ratio of quantum to classical populations is

R = Σ_j exp(−ε_j/kT) / [(1/λ)∫₀^{t_s} exp(−qE_s x/kT) dx],

where λ = h/√(2πmkT). The factor 1/λ comes from integrating the classical Boltzmann factor over transverse momentum and dividing by h. Summing the calculated levels gives R = 0.0635.

Restoring the classical population of these valleys at fixed field would require a gate-voltage increase of

−V_T ln R = 71 mV.

The impenetrable wall somewhat overstates the effect. With an oxide barrier of 3.1 eV and an oxide mass of 0.4 electron masses, the ground level falls to 0.131 eV and the shift to 66 mV. Neither shift is that of the threshold of the whole transistor, because the other valleys have a different transverse mass. Their mass across the film is smaller, and since ε₁ varies as m^(−1/3), their ground level is higher. Confinement thus reduces the electron charge at a given subthreshold bias. It leaves the charge-free field unchanged and strengthens the case for neglecting electrons.

**(h) Examine four further assumptions: zero doping, a long channel, absence of breakdown, and impenetrable oxides.**

*Answer.* *Doping.* A residual density N_A = 10¹⁵ cm⁻³ changes the field across the film by

ΔE = qN_A t_s/ε_s = 154.7 V/cm,

about 0.02% of E_s.

*Channel length.* Near source and drain the potential also varies along the channel coordinate y. Write a charge-free disturbance as X(x)exp(−ky). Laplace's equation requires X″ = −k²X. The slowest mode is even about the middle of the film, so X = cos[k(x − t_s/2)] in silicon. In each oxide X = A sin(kd), where d is the distance from the gate, because the gate fixes the potential. Continuity of potential and of normal displacement at a silicon surface gives

cos(kt_s/2) = A sin(kt_ox),

ε_s sin(kt_s/2) = ε_ox A cos(kt_ox).

Dividing the second equation by the first and rearranging gives

r tan(kt_ox) tan(kt_s/2) = 1.

The smallest positive root has 1/k = 4.92 nm. The mode falls to 1% of its initial amplitude after 4.92 nm × ln 100 = 22.6 nm. For both end disturbances to decay this far by mid-channel, the channel must be at least about 45 nm long. This is a condition on the amplitude of the mode. The error in the field also depends on the end potentials. With the silicon at both ends held at 0.56 V, a charge-free two-dimensional solution at V_g = 0 gives a mid-channel field that is still off by up to about 3.4% near the film surfaces for a 45 nm channel, and by less than 1% for a 60 nm channel.

*Breakdown.* The oxide field is 0.206 of a rough breakdown field of 10 MV/cm. In the film, the field strength alone does not decide the matter. A carrier crossing the whole film gains at most 0.6875 eV, which is 0.433 eV less than the rough silicon gap of 1.12 eV. A carrier starting near its band edge therefore cannot create an electron–hole pair from this transverse drop. For the same reason the valence band at one surface does not overlap in energy with the conduction band at the other, so there is no direct interband tunnelling across the film.

*Oxide tunnelling.* Take a rough barrier B = 3.1 eV and a tunnelling mass m_ox of 0.4 electron masses. For an electron that leaves the film for gate 1 with the energy of the conduction-band edge at the front surface, the barrier falls with distance d into the oxide. The leading WKB attenuation is

exp{−(2/ħ)∫₀^{t_ox} √[2m_ox(B − qE_ox d)] dd}
 = 1.3 × 10⁻⁵.

Starting from the confined level of part (g), 0.136 eV higher, raises this to 1.7 × 10⁻⁵. This is a penetration factor, not a current. At V_g = 0 and zero drain bias the gates, source and drain share one Fermi level, so equilibrium allows no net tunnelling current. Away from equilibrium a 1 nm oxide can leak, and a separate current calculation is needed.

**(i) Relate the result to real devices.**

*Answer.* The chosen values are in the rough regime of a thin silicon film with one n-type and one p-type polysilicon gate, for which a work-function difference near the silicon gap is reasonable. The oxide is at the thin end for silicon dioxide because of leakage. For a long channel at V_g = 0, gate depletion at fixed U moves the calculated field from 0.69 to 0.64 MV/cm. The uncertainty in U matters as much: with the 1.24 V estimated in part (f), the same depleted gates would give 0.72 MV/cm. A fin with the same metal on both sides is a different case, since U = 0 and the work-function field is absent. For long devices with ideal gates of unequal work function, an undoped film and no fixed charge or dipole layers in the oxides or at their surfaces, the estimate E_s = U/L applies while both carrier sheets remain small. Doping can spoil it even when the carriers are few: 10¹⁸ acceptors per cm³ in this film would change the field by about 11% at its surfaces.

Numbers as computed

```
film thickness: 10.0 nm; each oxide: 1.0 nm
work-function difference: 1.10 eV
relative permittivities: silicon 11.7, oxide 3.9
permittivity ratio: 3.000
temperature: 300 K; thermal voltage: 25.85 mV
intrinsic density (rough): 1.0e+10 cm^-3
effective silicon thickness: 16.00 nm
FIELD IN FILM, formula: 0.6875 MV/cm = 0.06875 V/nm
field in film, Poisson at Vg=0: 0.6875 MV/cm
wrong field if oxide drops are ignored: 1.100 MV/cm
field in oxides: 2.0625 MV/cm
drop in film: 0.6875 V; in each oxide: 0.20625 V
mid-film field at Vg=-0.1 V: 0.6872 MV/cm
mid-film field at Vg=+0.1 V: 0.6872 MV/cm
front surface potential at Vg=0: 0.34375 V
electron layer depth VT/E: 0.376 nm
electron sheet at Vg=0, formula: 2.239e+08 cm^-2
electron sheet at Vg=0, Poisson: 2.239e+08 cm^-2
effective sheet distance from gate 1: 3.376 nm
sheet for 1% field error, formula: 5.634e+10 cm^-2
gate bias for 1% field error: +/-0.145 V
mid-film field at Vg=0.5 V: 0.486 MV/cm
residual doping (rough): 1.0e+15 cm^-3
field change across film from it: 154.7 V/cm
poly gate doping (rough): 1.0e+20 cm^-3
band density of states (rough): 2.9e+19 cm^-3
drop in each poly gate: 40.7 mV
film field with poly gates: 0.637 MV/cm
field reduction by poly gates: 7.4 %
confinement mass (rough): 0.916 electron masses
confinement ground level: 0.136 eV
quantum/classical population: 0.0635
equivalent gate-voltage shift: 71.3 mV
end-effect decay length: 4.92 nm
distance for decay to 1%: 22.6 nm
silicon gap (rough): 1.12 eV
gap minus film drop: 0.433 eV
oxide breakdown field (rough): 10 MV/cm
oxide field / breakdown field: 0.206
oxide barrier (rough): 3.1 eV; mass (rough): 0.4 m_e
oxide tunnelling attenuation: 1.34e-05
```
